# Permittivity of a Porous Low-k Film from Bruggeman's Formula

## Problem

An insulating film between two wires of a chip is made of a solid with relative permittivity $\epsilon_s=4.0$. Pores filled with air, $\epsilon_a=1.0$, take up a fraction $f=0.40$ of its volume. The pores are dry, randomly placed and much smaller than the film.

(a) Estimate the relative permittivity $\epsilon$ of the porous film without solving for the field around a pore.

(b) Derive Bruggeman's symmetric formula for spherical inclusions and solve it for this film.

(c) Compare the two results and find what the estimate leaves out.

(d) The wires are 20 nm apart and carry a voltage difference of 0.70 V. The pores are 2.0 nm in diameter. Find the change in capacitance per area, treating the facing wire walls as parallel plates, and the field in a pore. Judge how far the permittivity can be trusted.

All permittivities are relative to vacuum, so they are pure numbers. The response is taken as linear and local: at each point the displacement is $\mathbf D=\epsilon_0\epsilon(\mathbf r)\mathbf E$, where $\epsilon(\mathbf r)$ is either $\epsilon_s$ or $\epsilon_a$. The film is isotropic on average.

## First estimate by scaling

The effective permittivity is defined by volume averages, written with angle brackets:

$$\langle \epsilon(\mathbf r)E\rangle=\epsilon\,\langle E\rangle ,\qquad \langle E\rangle=E_0 .$$

Here $E$ is the field component along the average field $E_0$. Write the local permittivity as $\epsilon_s$ everywhere, minus $\epsilon_s-\epsilon_a$ inside the pores. If $E_a$ is the mean field in the pores, the average becomes

$$\epsilon E_0=\epsilon_sE_0-f(\epsilon_s-\epsilon_a)E_a .$$

Dividing by $E_0$ gives the drop in permittivity:

$$\epsilon_s-\epsilon=f(\epsilon_s-\epsilon_a)\frac{E_a}{E_0}. \tag{1}$$

This holds for any arrangement of the two materials. The drop scales with the pore volume and with the permittivity contrast, and the arrangement enters through the single ratio $E_a/E_0$. That ratio should be of order one, since the contrast is moderate. Setting it to one gives

$$\epsilon_s-\epsilon\approx0.40\times3.0=1.2,\qquad \epsilon\approx2.8 .$$

The direction of the error can be foreseen. Where the field crosses a pore wall at right angles, the normal displacement is continuous, so the field is larger on the air side. For compact pores we therefore expect $E_a>E_0$, and a permittivity below 2.8.

## Exact solution of Bruggeman's model

"Exact" refers here to the solution of the model. The model itself is an approximation to a real film.

### The field in one sphere

Place a sphere of radius $a$ and permittivity $\epsilon_i$ in a uniform medium of permittivity $\epsilon$. Far away the field is $E_0$ along the $z$ axis. There is no free charge, so the potential $\phi$ obeys Laplace's equation in each region. The distant potential is $-E_0r\cos\theta$, which suggests $\phi=R(r)\cos\theta$. Laplace's equation then reduces to

$$r^2R''+2rR'-2R=0 .$$

Trying $R=r^p$ gives $p(p-1)+2p-2=(p-1)(p+2)=0$, so $p=1$ or $p=-2$. The potential must be finite at the centre, which removes $r^{-2}$ inside:

$$\phi_{\rm in}=-E_i r\cos\theta,\qquad
\phi_{\rm out}=\left(-E_0r+\frac{B}{r^2}\right)\cos\theta .$$

The inner field is uniform and equal to $E_i$. Two conditions at $r=a$ fix $E_i$ and $B$. Continuity of the potential gives

$$-E_i a=-E_0a+\frac{B}{a^2}
\quad\Longrightarrow\quad \frac{B}{a^3}=E_0-E_i .$$

Continuity of the normal displacement, $-\epsilon\,\partial\phi/\partial r$ apart from $\epsilon_0$, gives

$$\epsilon_iE_i=\epsilon\left(E_0+\frac{2B}{a^3}\right).$$

Inserting the first result into the second,

$$\epsilon_iE_i=\epsilon(3E_0-2E_i)
\quad\Longrightarrow\quad
\frac{E_i}{E_0}=\frac{3\epsilon}{\epsilon_i+2\epsilon}. \tag{2}$$

If $\epsilon_i=\epsilon$ the ratio is one, as it must be. A sphere with the lower permittivity has the stronger field. The radius has dropped out, so a spread of pore sizes does not change the result within this model.

### The self-consistent medium

In a dense mixture a pore is surrounded by solid and by other pores. Bruggeman's approximation replaces these surroundings by a uniform medium that has the unknown permittivity $\epsilon$ of the mixture. Solid regions are treated in the same way, as spheres in that medium. This equal treatment is why the formula is called symmetric.

Let $f_i$ be the volume fractions, with $\sum_i f_i=1$. The average displacement must equal $\epsilon$ times the average field:

$$\sum_i f_i\epsilon_iE_i=\epsilon\sum_i f_iE_i
\quad\Longrightarrow\quad
\sum_i f_i(\epsilon_i-\epsilon)E_i=0 .$$

Inserting (2) and dividing by the common factor $3\epsilon E_0$, which is not zero, gives Bruggeman's formula:

$$\sum_i f_i\frac{\epsilon_i-\epsilon}{\epsilon_i+2\epsilon}=0. \tag{3}$$

The field applied to each sphere was called $E_0$, the same symbol as the average field. This is consistent, because (2) gives

$$1-\frac{E_i}{E_0}=\frac{\epsilon_i+2\epsilon-3\epsilon}{\epsilon_i+2\epsilon}
=\frac{\epsilon_i-\epsilon}{\epsilon_i+2\epsilon}.$$

Multiplying by $f_i$, summing and using (3) yields $\sum_i f_iE_i=E_0$.

Equation (3) has one positive solution. The derivative of each fraction with respect to $\epsilon$ is

$$\frac{-(\epsilon_i+2\epsilon)-2(\epsilon_i-\epsilon)}{(\epsilon_i+2\epsilon)^2}
=-\frac{3\epsilon_i}{(\epsilon_i+2\epsilon)^2}<0 ,$$

so the sum falls steadily. It is positive at the smallest $\epsilon_i$ and negative at the largest, and it crosses zero once between them.

### Solving for two materials

Let $f_s=1-f$ be the solid fraction. Multiplying (3) by both denominators gives

$$f_s(\epsilon_s-\epsilon)(\epsilon_a+2\epsilon)
+f(\epsilon_a-\epsilon)(\epsilon_s+2\epsilon)=0 .$$

The two products are

$$(\epsilon_s-\epsilon)(\epsilon_a+2\epsilon)=\epsilon_s\epsilon_a+(2\epsilon_s-\epsilon_a)\epsilon-2\epsilon^2,$$

$$(\epsilon_a-\epsilon)(\epsilon_s+2\epsilon)=\epsilon_s\epsilon_a+(2\epsilon_a-\epsilon_s)\epsilon-2\epsilon^2 .$$

Since $f_s+f=1$, the first and last terms keep their coefficients in the weighted sum. In the middle term, $\epsilon_s$ is multiplied by $2f_s-f=3f_s-1$, and $\epsilon_a$ by $2f-f_s=3f-1$. Hence

$$2\epsilon^2-b\epsilon-\epsilon_s\epsilon_a=0,\qquad
b=(3f_s-1)\epsilon_s+(3f-1)\epsilon_a ,$$

$$\epsilon=\frac{b+\sqrt{b^2+8\epsilon_s\epsilon_a}}{4}. \tag{4}$$

The minus sign before the root would give a negative permittivity, which a mixture of two positive permittivities cannot have in a static field.

For the film,

$$b=0.8\times4+0.2\times1=3.4,\qquad
\sqrt{3.4^2+32}=\sqrt{43.56}=6.6,$$

$$\epsilon=\frac{3.4+6.6}{4}=2.5 .$$

Substitution in (3) confirms it: the solid contributes $0.6\times1.5/9=0.1$, and the air contributes $0.4\times(-1.5)/6=-0.1$.

## Comparison of the two results

The estimate was 2.8 and the model gives 2.5, so the estimate is 12 percent too high relative to the model. The drop from 4.0 shows the difference more clearly: 1.2 against 1.5.

Equation (2) gives the field ratios for $\epsilon=2.5$:

$$\frac{E_a}{E_0}=\frac{7.5}{1+5}=1.25,\qquad
\frac{E_s}{E_0}=\frac{7.5}{4+5}=0.833 .$$

With the first ratio, (1) becomes $0.40\times3.0\times1.25=1.5$, the full drop. The estimate had the correct scaling and lacked the factor 1.25. Air lowers the permittivity by more than its volume share because the field is concentrated in it.

A numerical solution of the radial field equation, which does not use (2), gives the ratios 1.250 and 0.833. Requiring self-consistency with such numerical fields gives $\epsilon=2.500$. This tests the algebra of the model, not its fitness for a real film.

### The limit of few pores

For small $f$, write $\epsilon=\epsilon_s+\delta$ with $\delta$ of order $f$. To first order, the solid term in (3) is $-\delta/(3\epsilon_s)$, and $\epsilon$ may be replaced by $\epsilon_s$ in the air term:

$$-\frac{\delta}{3\epsilon_s}+f\frac{\epsilon_a-\epsilon_s}{\epsilon_a+2\epsilon_s}=0
\quad\Longrightarrow\quad
\delta=-f(\epsilon_s-\epsilon_a)\frac{3\epsilon_s}{\epsilon_a+2\epsilon_s}.$$

This is (1) with the field ratio of a lone pore in solid, $12/9=4/3$. Here $\delta=-4f$. Extending this line to $f=0.40$ would give 2.4, which is too low compared with (4). As porosity grows, the medium around each pore has a smaller permittivity, and the ratio $3\epsilon/(\epsilon_a+2\epsilon)$ falls from $4/3$ to 1.25. The estimate with a uniform field and the line for isolated pores thus lie on opposite sides of the model's result.

### The limit of high contrast

If $\epsilon_a/\epsilon_s\to0$ at fixed $f_s$, the product $\epsilon_s\epsilon_a$ in (4) becomes negligible beside $\epsilon_s^2$. For $f_s>1/3$ this leaves

$$\frac{\epsilon}{\epsilon_s}\to\frac{b}{2\epsilon_s}=\frac{3f_s-1}{2}.$$

For $f_s<1/3$, $b$ is negative and the ratio tends to zero. The model therefore has a threshold at a solid fraction of one third, below which the solid no longer carries displacement across the sample. Real thresholds depend on how the solid parts touch, which (3) does not describe, so the formula is unsafe near this threshold at high contrast. The present film has a contrast of four and a solid fraction of 0.6.

## What porosity alone can and cannot fix

Consider flat layers. With the field along them, $E$ is the same in both materials and the permittivities average: $0.6\times4+0.4\times1=2.8$. The first estimate is exact here, because every boundary runs along the field and the field is therefore uniform. With the field across the layers, $D$ is the same and the inverse permittivities average: $1/(0.6/4+0.4/1)=1.82$. Equal porosity can thus go with very different permittivities, although layers are not isotropic.

For isotropic mixtures the Hashin–Shtrikman bounds, quoted here without proof, are narrower. Their values follow from treating one material as the host of separate spheres of the other. With solid as host, (2) gives a pore field $4/3$ times the host field. The ratio of average displacement to average field is

$$\frac{0.6\times4+0.4\times1\times4/3}{0.6+0.4\times4/3}=2.59 .$$

This is the Maxwell Garnett result for air pores in solid, and it is the upper bound. With air as host, the field in a solid sphere is $3/(4+2)=0.5$ of the host field, and

$$\frac{0.4\times1+0.6\times4\times0.5}{0.4+0.6\times0.5}=2.29$$

is the lower bound. Bruggeman's 2.5 lies between them.

Bruggeman's name is also attached to a differential formula, in which pores are added in small steps to the medium already formed. Replacing a small fraction $dv$ of that medium by air removes some air already present, so porosity rises by $df=(1-f)\,dv$. The few-pore result, with the current $\epsilon$ as host, gives

$$\frac{d\epsilon}{df}=\frac{1}{1-f}\,\frac{3\epsilon(\epsilon_a-\epsilon)}{\epsilon_a+2\epsilon}.$$

Integrating from $\epsilon=4$ at $f=0$ gives 2.55 at $f=0.40$. A quoted "Bruggeman" value should therefore say which formula was used.

The effect of structure can also be computed directly. The field equation was solved on a cubic grid for two kinds of random structure, both with porosity 0.40: overlapping spherical pores in solid, and overlapping solid spheres in air. Each result is a mean over three arrangements of 30 spheres and three field directions.

| Structure | $32^3$ grid | $64^3$ grid |
|---|---:|---:|
| Overlapping pores | 2.49 | 2.52 |
| Overlapping grains | 2.40 | 2.41 |

Refining the grid still raises the values by about 0.01 to 0.03. Extrapolating linearly in the grid spacing gives about 2.54 and 2.42, so the third digit in the table is not converged, and the values should be read as roughly 2.5 and 2.4. On the finer grid the larger departure from Bruggeman's result is 0.09, or 3.6 percent of 2.5; after extrapolation it is about 0.08, or 3 percent. As a test of the solver, one pore per periodic cell at porosity 0.10 gave 3.61, in agreement with the Maxwell Garnett value 3.61. For these two structures the symmetric formula is a good approximation, and the structure still matters in the second digit.

## The film between the wires

For parallel plates a distance $d$ apart, the capacitance per area is $C/A=\epsilon_0\epsilon/d$. With $d=20$ nm held fixed, it is 1.77 fF/µm² for the dense solid and 1.11 fF/µm² for the porous film. The reduction is $1-2.5/4=37.5$ percent. The whole capacitance of a real wire falls by this fraction if all of its field lines run through material changed in the same proportion. Barrier layers and fields through other insulators generally alter the fraction.

The mean field is $0.70\ \text{V}/20\ \text{nm}=0.35$ MV/cm. In a pore the model gives $1.25\times0.35=0.44$ MV/cm, and the voltage across the pore's diameter is 0.088 V. In a random structure both the mean and the local pore field differ from this value. Equation (1) with the finer-grid results gives mean ratios of 1.24 for overlapping pores and 1.33 for overlapping grains, and in the grain structure parts of the air carry about twice the mean field of the film. An electron crossing one pore along the field gains about 0.09 eV, far below the 12 eV or more needed to ionize an oxygen or nitrogen molecule. Ionization of air by electrons accelerated within a single pore is therefore not expected, and even a path of connected pores across the whole gap offers only 0.70 eV. This says nothing about breakdown of the solid, which depends on defects and on paths through many pores.

Wave propagation across a pore can be neglected at signal frequencies, provided the permittivities used are those at the signal frequency. At 10 GHz the phase of a wave changes by $2\pi\nu\sqrt{\epsilon}\,(2.0\ \text{nm})/c=6.6\times10^{-7}$ rad across a pore, where $\nu$ is the frequency and $c$ the speed of light.

### How the model compares with real films

The value 4.0 is typical of dense silica. Many low-k films instead use a silica-like network containing methyl groups, whose dense form has a permittivity of roughly 3. Such a film needs less porosity to reach 2.5, and 40 percent is high for a film that must survive chip processing. The assumption that the pores stay dry is easily broken, since processing can make their walls attract water.

Suppose water fills one tenth of the pore volume. The fractions are then 0.60 solid, 0.36 air and 0.04 water. With the rough bulk value 80 for water, (3) gives $\epsilon=2.93$. The three terms at this value are

$$0.60\times\frac{1.07}{9.85}-0.36\times\frac{1.93}{6.85}+0.04\times\frac{77.1}{85.9}
\approx0.065-0.101+0.036=0 .$$

The permittivity rises by 0.43, or 17 percent of the dry value, and more than a quarter of the gain from porosity is lost. This number holds only for separate spheres of bulk-like water. If the same water, still with permittivity 80, formed an even coat on every pore wall, it would carry displacement around the air inside. Each coated pore would then act as a sphere of permittivity 6.5, and (4) with this value in place of $\epsilon_a$ gives 4.9, more than the dense solid. Such a coat would be only about 0.03 nm thick, less than one molecule, so the bulk permittivity cannot be trusted there. The effect of moisture thus depends strongly on where the water sits and how it responds, and 2.93 is an illustration, not a prediction.

Two other uncertainties concern the porosity itself. An error of 0.02 moves the result to 2.57 or 2.43. The position of the pore wall matters more, because a pore 2.0 nm across is only several atomic spacings wide. Moving the wall inward by 0.05 nm reduces the radius from 1.00 to 0.95 nm. With the number of pores fixed and no overlap between them, porosity becomes $0.40\times0.95^3=0.343$, and the permittivity becomes 2.70. For randomly overlapping pores the same shift gives a porosity of 0.355 and a permittivity of 2.66. A sharp wall between two bulk materials is thus itself a doubtful idea at this size.

For the amounts chosen here, and with the water taken as separate bulk-like spheres in the medium, moisture has the largest effect (0.43), followed by the wall position (0.16 to 0.20). The two random structures computed and the porosity error shift the result by similar amounts, 0.07 to 0.09. Other isotropic structures can lie as low as the bound 2.29, a shift as large as that of the wall position. Bruggeman's symmetric formula does predict 2.5 for the stated dry mixture. As a forecast for an actual film, that figure carries an uncertainty of at least one or two tenths, and more if water enters the pores. The numerical output below gives the main computed values in full.

## Numbers as computed

```
Solid permittivity (relative): 4.0
Air permittivity (relative): 1.0
Porosity (volume fraction): 0.40
Coefficient b (dimensionless): 3.400
Square root in solution (dimensionless): 6.600
Exact roots (relative permittivity): 5/2, -4/5
Bruggeman permittivity (relative): 2.5000
From numerical sphere fields (relative): 2.5000
Pore field / mean field, formula: 1.2500
Pore field / mean field, numerical: 1.2500
Solid field / mean field, formula: 0.8333
Solid field / mean field, numerical: 0.8334
Series-layer bound (relative): 1.8182
Parallel-layer bound (relative): 2.8000
Hashin-Shtrikman lower bound (relative): 2.2857
Hashin-Shtrikman upper bound (relative): 2.5882
Differential Bruggeman (relative): 2.5490
Dilute array porosity (fraction): 0.10
Dilute array, 3D solution (relative): 3.6062
Dilute array, Maxwell Garnett (relative): 3.6129
Random samples per structure: 3
Spheres per periodic cell: 30
Overlapping pores, 32^3 grid (relative): 2.488
Overlapping pores, 64^3 grid (relative): 2.515
Overlapping pores, sample spread (relative): 0.003
Overlapping grains, 32^3 grid (relative): 2.398
Overlapping grains, 64^3 grid (relative): 2.410
Overlapping grains, sample spread (relative): 0.008
Wire spacing (nm): 20.0
Voltage between wires (V): 0.70
Pore diameter (nm): 2.0
Mean field (MV/cm): 0.350
Pore field (MV/cm): 0.4375
Voltage across one pore (V): 0.0875
Dense-film capacitance (fF/um2): 1.771
Porous-film capacitance (fF/um2): 1.107
Capacitance reduction (percent): 37.5
Rough bulk water permittivity (relative): 80
Water-filled share of pores (fraction): 0.10
Water in whole film (volume fraction): 0.040
Moist-film permittivity (relative): 2.927
Porosity error considered (fraction): 0.02
Permittivity at lower porosity (relative): 2.569
Permittivity at higher porosity (relative): 2.432
Inward pore-wall shift (nm): 0.05
Porosity after wall shift (fraction): 0.343
Permittivity after wall shift (relative): 2.698
Largest microstructure change (relative): 0.090
Signal frequency (GHz): 10.0
Wave phase across one pore (rad): 6.63e-07
```
